# Hay–Thibeault–Hoffmann Exchange Splitting and Bridging Angle in Copper Dimers

Two magnetic centres in a symmetric dimer share two unpaired electrons. All other electrons form closed shells that are frozen: they contribute a constant energy and a mean field, which is included in the one-electron operator $h$. The unpaired electrons occupy two real, orthonormal molecular orbitals $\phi_1$ and $\phi_2$, the same for every state considered. A symmetry operation of the dimer leaves $\phi_1$ unchanged and reverses the sign of $\phi_2$. Localized orbitals are

$$a=\frac{\phi_1+\phi_2}{\sqrt2},\qquad b=\frac{\phi_1-\phi_2}{\sqrt2},$$

and the symmetry operation exchanges them. Two-electron integrals are written in charge-density order,

$$(ij|kl)=\iint i(1)j(1)\,g_{12}\,k(2)l(2)\,d1\,d2,$$

where $g_{12}$ is the repulsion. Define $J_{aa}=(aa|aa)$, $J_{ab}=(aa|bb)$, $K=(ab|ab)$ and $U=J_{aa}-J_{ab}$, with $U>2K>0$. By symmetry $h_{aa}=h_{bb}$, $J_{aa}=J_{bb}$ and $(aa|ab)=(bb|ab)$.

The spin Hamiltonian is $H=-J\,\mathbf S_1\cdot\mathbf S_2$. Since $\mathbf S_1\cdot\mathbf S_2$ equals $\tfrac14$ in the triplet and $-\tfrac34$ in the singlet, $J=E_S-E_T$, and positive $J$ is ferromagnetic.

## (a) States and matrix elements

**Find the energies of the triplet and of the singlets built from $a$ and $b$, and the coupling between the singlets.**

**Solution.** In a product such as $ab$, the first orbital holds electron 1 and the second holds electron 2. The triplet has the antisymmetric spatial function $T=(ab-ba)/\sqrt2$. The singlets have the symmetric functions

$$C=\frac{ab+ba}{\sqrt2},\qquad I_\pm=\frac{aa\pm bb}{\sqrt2}.$$

$C$ is covalent, with one electron on each centre. $I_\pm$ are ionic.

The elements between covalent products are

$$\langle ab|H|ab\rangle=2h_{aa}+J_{ab},\qquad \langle ab|H|ba\rangle=K.$$

The second has no one-electron part, because each such term contains the overlap $\langle a|b\rangle=0$. Therefore

$$E_T=2h_{aa}+J_{ab}-K,\qquad E_C=2h_{aa}+J_{ab}+K.$$

For the ionic products, $\langle aa|H|aa\rangle=2h_{aa}+J_{aa}$ and $\langle aa|H|bb\rangle=(ab|ab)=K$, so $E_{I\pm}=2h_{aa}+J_{aa}\pm K$. Relative to the triplet,

$$E_C-E_T=2K,\qquad E_{I+}-E_T=U+2K,\qquad E_{I-}-E_T=U.$$

A covalent and an ionic product differ in one electron:

$$\langle ab|H|aa\rangle=h_{ab}+(aa|ab),\qquad \langle ab|H|bb\rangle=h_{ab}+(ab|bb)=h_{ab}+(aa|ab).$$

The product $ba$ gives the same values. The coupling of $C$ to $I_+$ is the sum of four equal terms with prefactor $\tfrac12$:

$$D\equiv\langle C|H|I_+\rangle=2\left[h_{ab}+(aa|ab)\right].$$

For $I_-$ the terms cancel in pairs, so $I_-$ does not mix with $C$.

## (b) The singlet–triplet splitting

**Find $J$ within the two-orbital space. Expand it for $|D|\ll U$ and bound the error.**

**Solution.** Measured from $E_T$, the singlet block in the basis $(C,I_+)$ is

$$\begin{pmatrix}2K&D\\D&U+2K\end{pmatrix}.$$

The mean of its diagonal elements is $2K+U/2$ and half their difference is $U/2$. The lower eigenvalue is

$$J=2K+\frac U2-\frac12\sqrt{U^2+4D^2}.$$

It is at most $2K$, hence below $I_-$ at $U$, so it belongs to the lowest singlet.

Now set $x=4D^2/U^2$ and $r=\sqrt{1+x}$. The identity

$$1+\frac x2-r=\frac{(r-1)^2}{2}$$

follows from $r^2=1+x$. Also $r-1=x/(r+1)\le x/2$, so the right side lies between $0$ and $x^2/8$. Since $J=2K-\tfrac U2(r-1)$,

$$J=2K-\frac{D^2}{U}+\delta,\qquad 0\le\delta\le\frac{U}{2}\,\frac{x^2}{8}=\frac{D^4}{U^3}.$$

With $U$ written out, the leading result is

$$J\simeq2K_{ab}-\frac{D^2}{J_{aa}-J_{ab}}.$$

The first term is direct exchange, which favours parallel spins. The second is the energy the singlet gains by mixing in ionic configurations. The triplet cannot gain it, because two parallel spins cannot occupy the same localized orbital.

The expansion fails when $|D|$ is comparable to $U$. For $|D|\gg U$ the closed form tends to $J\simeq2K+U/2-|D|$: the electrons then pair in the lower molecular orbital, and the cost of the triplet is linear in the gap.

## (c) Which orbital gap is it?

**Express $D$ through $\phi_1$ and $\phi_2$, and decide which Fock operator has this orbital gap.**

**Solution.** Inverting the definitions gives $\phi_1=(a+b)/\sqrt2$ and $\phi_2=(a-b)/\sqrt2$. Hence $h_{11}=h_{aa}+h_{ab}$, $h_{22}=h_{aa}-h_{ab}$ and $h_{11}-h_{22}=2h_{ab}$.

The charge density of $\phi_1$ is $\tfrac12(a^2+b^2+2ab)$. Its self-repulsion is

$$J_{11}=\tfrac14\left[2J_{aa}+2J_{ab}+8(aa|ab)+4K\right].$$

For $\phi_2$ the density $ab$ changes sign, which reverses the term linear in it. Thus $J_{11}-J_{22}=4(aa|ab)$, and

$$D=h_{11}-h_{22}+\tfrac12(J_{11}-J_{22}).$$

Consider a Fock operator with one electron in each orbital and a fraction $\lambda$ of exchange, $F_\lambda=h+\sum_j(\hat J_j-\lambda\hat K_j)$. In the triplet, a majority-spin electron feels exchange with both electrons, $\lambda=1$, and a minority-spin electron feels none, $\lambda=0$. The spin average is $\lambda=\tfrac12$. The orbital energies are

$$\varepsilon_1=h_{11}+(1-\lambda)J_{11}+J_{12}-\lambda K_{12},\qquad \varepsilon_2=h_{22}+(1-\lambda)J_{22}+J_{12}-\lambda K_{12},$$

so

$$\varepsilon_1-\varepsilon_2=2h_{ab}+4(1-\lambda)(aa|ab).$$

For $\lambda=\tfrac12$ this equals $D$, and the result of (b) becomes the Hay–Thibeault–Hoffmann formula

$$J\simeq2K_{ab}-\frac{(\varepsilon_1-\varepsilon_2)^2}{J_{aa}-J_{ab}}.$$

Majority-spin triplet energies, $\lambda=1$, give only $2h_{ab}$. They may be used when $(aa|ab)$ is negligible beside $h_{ab}$.

Stretched H$_2$ at 2.5 Å in the STO-3G basis shows the difference. This basis has just two orbitals, so the two-orbital treatment is complete within it; the numbers below illustrate the formulas and are not converged values for the molecule. Full diagonalization gives $J=-0.19$, $-0.20$ and $-0.21$ eV in the cc-pVDZ, cc-pVTZ and aug-cc-pVTZ bases. The two-orbital treatment with triplet orbitals from those bases gives $-0.17$ eV, so both the shape of the orbitals and correlation through further orbitals matter. The values are $K=0.01027$ eV, $U=15.359$ eV, $2h_{ab}=-1.25389$ eV and $2(aa|ab)=-0.22286$ eV. The last two sum to $D=-1.47675$ eV, and

$$J\simeq2(0.01027)-\frac{(1.47675)^2}{15.359}=0.02054-0.14199=-0.12145\ \text{eV}.$$

Diagonalization in the atomic basis gives $-0.1202$ eV, so the expansion is off by about 1% of that value. With the majority-spin triplet gap the formula gives $-0.0818$ eV, whose magnitude is 32% below the diagonalized one.

## (d) The broken-symmetry route

**A single determinant has opposite spins in $a'=a\cos\chi+b\sin\chi$ and $b'=b\cos\chi+a\sin\chi$. Minimize its energy and relate it to $J$.**

**Solution.** Exchange between opposite spins vanishes, so the energy is the expectation value in the spatial product

$$a'b'=\cos^2\!\chi\,ab+\sin^2\!\chi\,ba+\sin\chi\cos\chi\,(aa+bb).$$

Insert $ab=(C+T)/\sqrt2$, $ba=(C-T)/\sqrt2$ and $aa+bb=\sqrt2\,I_+$. With $q=\sin2\chi$,

$$a'b'=\frac{1}{\sqrt2}\left[C+\sqrt{1-q^2}\,T+q\,I_+\right],\qquad |\chi|\le\frac{\pi}{4}.$$

$H$ does not couple $T$ to the symmetric functions. Relative to $E_T$,

$$E_{BS}-E_T=\tfrac12(2K)+\tfrac12q^2(U+2K)+qD.$$

Setting the derivative with respect to $q$ to zero gives $q=-D/(U+2K)$, which is allowed if $|D|\le U+2K$. Then

$$2(E_{BS}-E_T)=2K-\frac{D^2}{U+2K}.$$

For $K\ll U$ this is the expanded result of (b). The factor 2 arises because the determinant is an equal mixture of singlet and triplet when $q=0$. In general its singlet weight is $(1+q^2)/2$, so the factor 2 holds to leading order in $D/U$. For $|D|\ge U+2K$ the minimum sits at $|q|=1$: the determinant becomes a pure closed-shell singlet and the factor 2 loses its basis. For the H$_2$ example, $2(E_{BS}-E_T)=-0.1213$ eV.

## (e) The gap in a doubly bridged copper dimer

**Each Cu(II) ion has one hole in its $3d$ shell. Find how $D$ depends on the Cu–bridge–Cu angle $\theta$, and locate the orbital crossing.**

**Solution.** It is convenient to count holes. Parts (a) and (b) used only two identical spin-½ fermions with a real, symmetric Hamiltonian, so they apply to two holes with hole energies and hole hopping.

Put the coppers at $(\mp R\sin\frac\theta2,0)$ and the bridging atoms at $(0,\pm R\cos\frac\theta2)$. Each copper hole occupies $d_{xy}$, whose lobes point at the bridges when $\theta=90^\circ$. Each bridge has $s$, $p_x$ and $p_y$ orbitals. Hole energies are $0$ on copper, $\Delta_p$ and $\Delta_s$ on the bridge, and only $\sigma$ hopping is kept, with strengths $V_p$ and $V_s$.

The direction from copper 1 to bridge 1 is $(l,m)=(\sin\frac\theta2,\cos\frac\theta2)$. The $\sigma$ component of $d_{xy}$ along it is $\sqrt3\,lm$, and those of $p_x$ and $p_y$ are $l$ and $m$. The hoppings from $d_1$ to bridge 1 are therefore

$$s:\ \sqrt3\,lmV_s,\qquad p_x:\ \sqrt3\,l^2mV_p,\qquad p_y:\ \sqrt3\,lm^2V_p.$$

Copper 2 has $l\to-l$, and bridge 2 has $m\to-m$. The $p_x$ hopping is even in $l$ and odd in $m$, so $(d_1+d_2)/\sqrt2$ couples to $(p_{x1}-p_{x2})/\sqrt2$. The other two are odd in $l$, so $(d_1-d_2)/\sqrt2$ couples to $(p_{y1}+p_{y2})/\sqrt2$ and $(s_1-s_2)/\sqrt2$. Each coupling is four equal terms times $\tfrac12$:

$$W_x=2\sqrt3\,l^2mV_p,\qquad W_y=2\sqrt3\,lm^2V_p,\qquad W_s=2\sqrt3\,lmV_s.$$

Let $\phi_1$ and $\phi_2$ be the lowest hole orbitals of the two classes. To second order in hopping their one-hole energies are $-W_x^2/\Delta_p$ and $-W_y^2/\Delta_p-W_s^2/\Delta_s$. Using $m^2-l^2=\cos\theta$ and $4l^2m^2=\sin^2\theta$,

$$h_{11}-h_{22}=3\sin^2\theta\left[\frac{V_p^2}{\Delta_p}\cos\theta+\frac{V_s^2}{\Delta_s}\right].$$

The repulsion part of $D$ has the same order. Let $U_d$ be the repulsion of two holes on one copper, and $w_i$ the copper weight of $\phi_i$, half on each ion. Then $J_{ii}=2U_d(w_i/2)^2=U_dw_i^2/2$, apart from fourth-order bridge terms. With $w_1\simeq1-W_x^2/\Delta_p^2$ and $w_2\simeq1-W_y^2/\Delta_p^2-W_s^2/\Delta_s^2$,

$$\tfrac12(J_{11}-J_{22})\simeq\frac{U_d}{2}(w_1-w_2)=\frac{U_d}{2}\left[\frac{W_y^2-W_x^2}{\Delta_p^2}+\frac{W_s^2}{\Delta_s^2}\right].$$

Adding the two parts gives

$$D\simeq3\sin^2\theta\,(A\cos\theta+B),$$

$$A=\frac{V_p^2}{\Delta_p}\left(1+\frac{U_d}{2\Delta_p}\right),\qquad B=\frac{V_s^2}{\Delta_s}\left(1+\frac{U_d}{2\Delta_s}\right).$$

The crossing $D=0$ lies at $\cos\theta_0=-B/A$. Without the bridge $s$ orbital it is at $90^\circ$, where $p_x$ and $p_y$ act equally on the two combinations. The $s$ orbital acts on $d_1-d_2$ alone and moves the crossing above $90^\circ$.

Take the round parameters $U_d=8$, $\Delta_p=5$, $\Delta_s=20$, $V_p=1.2$ and $V_s=0.8$ eV. Then

$$A=\frac{1.44}{5}(1.8)=0.5184\ \text{eV},\qquad B=\frac{0.64}{20}(1.2)=0.0384\ \text{eV},$$

and $\theta_0=94.2^\circ$. Orbitals from diagonalizing the one-hole Hamiltonian give $94.8^\circ$. With these parameters the second-order law locates the crossing better than it gives the size of $D$: it yields $|D|=0.37$, $0.15$ and $0.50$ eV at $80^\circ$, $100^\circ$ and $120^\circ$, against $0.28$, $0.10$ and $0.38$ eV from those orbitals.

## (f) Where the coupling changes sign

**Find the origin of $K$ in this model. Then determine how the sign of $J$ depends on $\theta$.**

**Solution.** Let $a$ have amplitudes $\alpha$ and $\beta$ on $d_1$ and $d_2$; then $b$ has $\beta$ and $\alpha$. On bridge 1 let $a$ have $p$ amplitudes $(x,y)$. Since $\phi_1$ contains only $p_x$ and $\phi_2$ only $p_y$, $b$ has $(x,-y)$.

Two holes in the $p$ shell of one bridge interact through $(p_xp_x|p_xp_x)=(p_yp_y|p_yp_y)=U_p$, $(p_xp_x|p_yp_y)=U_p-2J_H$ and $(p_xp_y|p_xp_y)=J_H$, where $J_H$ is the Hund exchange. Interactions involving the bridge $s$ orbital and repulsion between different atoms are left out.

On bridge 1 the density $ab$ is $x^2p_x^2-y^2p_y^2$, because the cross terms $-xy$ and $+xy$ cancel. Its self-interaction is

$$U_p(x^4+y^4)-2(U_p-2J_H)x^2y^2=U_p(x^2-y^2)^2+4J_Hx^2y^2.$$

Bridge 2 contributes the same, and each copper contributes $U_d\alpha^2\beta^2$. Hence

$$K=2U_d\alpha^2\beta^2+2\left[U_p(x^2-y^2)^2+4J_Hx^2y^2\right].$$

To leading order $\beta\propto w_1-w_2$, $|x|=W_x/2\Delta_p$ and $|y|=W_y/2\Delta_p$. Near $90^\circ$, $x^2\simeq y^2$ and $\beta$ is small, so the Hund term dominates: the two holes reach the same bridging atom in perpendicular $p$ orbitals, and parallel spins are favoured there.

At the crossing $D=0$ and $J=2K>0$. The crossing is thus a point of ferromagnetic coupling, not the point where $J$ changes sign. The expanded formula gives the sign change at

$$|D(\theta)|=\sqrt{2KU}.$$

As $\theta$ opens from $\theta_0$ to $120^\circ$, $|D|$ grows, and the coupling becomes antiferromagnetic once this value is passed. In this model $|D|$ peaks near $130^\circ$, and the factor $\sin^2\theta$ brings it back to zero as $\theta\to180^\circ$. That decline comes from holding $d_{xy}$ fixed while the two bridges move onto its nodal plane and merge; it is not a statement about real near-linear bridges, where the copper orbital points at the bridging atom. Both $K$ and $D^2$ are of fourth order in hopping. Scaling $V_p$ and $V_s$ by a common factor therefore changes the size of $J$ but, to leading order, not the angles where it vanishes.

For numbers, add $U_p=3$ eV and $J_H=0.6$ eV. At $105^\circ$, $K=2.104$ meV, $U=6.984$ eV and $D=-0.18902$ eV, so

$$J\simeq4.21-\frac{(0.18902)^2}{6.984}\times10^3=4.21-5.12=-0.91\ \text{meV}.$$

The table compares the formula with diagonalization of the two-hole problem in all eight orbitals, which allows the holes to use the orbitals omitted from the formula.

| $\theta$ | $D$ (eV) | $J$, formula (meV) | $J$, eight orbitals (meV) |
|---|---|---|---|
| 80° | 0.285 | −8.1 | −9.7 |
| 90° | 0.095 | 1.5 | 0.5 |
| 95° | −0.004 | 2.9 | 2.1 |
| 100° | −0.100 | 2.0 | 1.2 |
| 105° | −0.189 | −0.9 | −1.8 |
| 120° | −0.381 | −13.6 | −14.9 |

The formula places the ferromagnetic window between $87.7^\circ$ and $103.7^\circ$; the eight-orbital result is $89.1^\circ$ to $102.4^\circ$. At the crossing the formula gives $J=2.9$ meV (23 cm$^{-1}$) and the eight-orbital calculation 2.1 meV (17 cm$^{-1}$), so the formula is about 36% too high relative to the latter. Weaker hopping does not remove this excess: with $V_p$ and $V_s$ scaled by 0.1 it is 37%, so the two-orbital formula is not exact even at fourth order in hopping. The sign pattern survives. At every angle in the table the eight-orbital value lies below the formula, by 0.8 to 1.6 meV, which is a large fraction of $J$ in and near the ferromagnetic window.

In $K$ the parameter $J_H$ enters through the difference $(p_xp_x|p_xp_x)-(p_xp_x|p_yp_y)=2J_H$; the integral $(p_xp_y|p_xp_y)$ cancelled. This is still Hund exchange. For $x^2=y^2$ the two holes use $(p_x+p_y)/\sqrt2$ and $(p_x-p_y)/\sqrt2$, whose overlap density is $\tfrac12(p_x^2-p_y^2)$ and whose exchange integral is $\tfrac14\left[2U_p-2(U_p-2J_H)\right]=J_H$. Setting $J_H=0$ in all three bridge integrals, so that $(p_xp_x|p_yp_y)$ becomes $U_p$, tests the origin of the ferromagnetism. On a one-degree grid from $85^\circ$ to $105^\circ$, the largest eight-orbital $J$ falls from 2.16 to 0.19 meV. Hund exchange on the bridge thus supplies most of the ferromagnetic coupling, but a small positive remainder survives. The origin of that remainder is not examined here.

These angles belong to the chosen parameters, not to a particular compound. The model omits $\pi$ hopping, direct copper–copper hopping and terminal ligands, and keeps the $d_{xy}$ orientation fixed. How these omissions move the ferromagnetic window and change the two antiferromagnetic branches is not examined here. The numerical check checks the two-orbital formulas and the angular law numerically.

## Computed values

```
H2, STO-3G, distance = 2.50 angstrom
H2 K = 0.010270 eV
H2 U = Jaa-Jab = 15.358653 eV
H2 one-electron part 2*h_ab = -1.253889 eV
H2 hybrid part 2*(aa|ab) = -0.222857 eV
H2 spin-averaged gap D = -1.476746 eV
H2 triplet-Fock gap = -1.253889 eV
H2 J, diagonalization = -0.120161 eV
H2 J, closed formula = -0.120161 eV
H2 J, expanded formula = -0.121450 eV
H2 J, expanded with triplet gap = -0.081828 eV
H2 2(E_BS-E_T), minimized = -0.121260 eV
Cu model Ud, Up, Hund = 8.0, 3.0, 0.6 eV
Cu model Delta_p, Delta_s = 5.0, 20.0 eV
Cu model Vp, Vs = 1.2, 0.8 eV
Gap-law coefficients A, B = 0.51840, 0.03840 eV
Crossing without bridge s = 90.00 degrees
Crossing from angular law = 94.25 degrees
Crossing from model orbitals = 94.80 degrees
theta/deg  D/eV  K/meV  U/eV  J_formula/meV  J_8orbital/meV
  80   0.28472   1.8000   6.9537   -8.0579   -9.6889
  85   0.19232   1.5024   6.9313   -2.3315   -3.5692
  90   0.09478   1.3847   6.9230    1.4719    0.5421
  95  -0.00393   1.4601   6.9291    2.9180    2.1480
 100  -0.09983   1.7138   6.9494    1.9935    1.2212
 105  -0.18902   2.1041   6.9836   -0.9076   -1.8075
 110  -0.26781   2.5670   7.0306   -5.0673   -6.1505
 120  -0.38136   3.3830   7.1581  -13.5514  -14.8831
J=0 angles, formula = 87.70, 103.70 degrees
J=0 angles, 8-orbital = 89.13, 102.38 degrees
K at crossing = 1.4535 meV
U at crossing = 6.9285 eV
J at crossing, formula = 2.9070 meV
J at crossing, formula = 23.45 cm^-1
J at crossing, 8-orbital = 2.1337 meV
J at crossing, 8-orbital = 17.21 cm^-1
Largest 8-orbital J, 85-105 degrees = 2.1577 meV
Same without Hund exchange = 0.1937 meV
```
